# Square-root onset of the equilibrium misfit-dislocation density

**Definitions and conventions**

A film occupies \(0<z<h\), where \(z\) is depth below a flat, traction-free surface. The substrate fills \(z>h\). Both are isotropic, with the same shear modulus \(\mu\) and Poisson ratio \(\nu\). The film is coherently stretched by an equal-biaxial misfit strain \(f>0\).

Straight edge dislocations run along \(y\) at \(z=h\). Their Burgers vectors have length \(b\), lie along \(x\), and share the sign that relieves the misfit. Their number per length along \(x\) is \(\rho\). Define

\[
K=\frac{\mu}{2\pi(1-\nu)},\qquad M=\frac{2\mu}{1-\nu}=4\pi K,\qquad t=\frac{h}{h_c}-1, \tag{1}
\]

where \(h_c\) is the critical thickness. Line energies are per unit length, and \(W\) is the energy per interface area relative to the dislocation-free film. The algebra holds in atomic units, or in any consistent units, since no \(\hbar\) enters. Numbers are in eV and Å. The result to be shown is

\[
\rho h_c=\frac{1}{2\pi}\sqrt{\frac{(L-1)t}{2}}\,[1+O(t)],\qquad L=\ln\frac{\beta h_c}{b}>1, \tag{2}
\]

for small positive \(t\), with \(\beta\) a constant that represents the core energy. It describes the lowest energy among arrays of such straight lines under a flat surface, not the rate of reaching it.

**Elastic response to interface slip**

Let the slip \(u_x(h^+)-u_x(h^-)\) be \(\delta\sin kx\), with \(k>0\). Equilibrium is satisfied by an Airy function \(F(z)\cos kx\), which gives

\[
\sigma_{xx}=F''\cos kx,\quad \sigma_{zz}=-k^2F\cos kx,\quad \sigma_{xz}=kF'\sin kx. \tag{3}
\]

Compatibility requires \((d^2/dz^2-k^2)^2F=0\) away from the interface. Continuous tractions make \(F\) and \(F'\) continuous at \(h\). In plane strain, \(2\mu\,\partial_xu_x=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\), so

\[
u_x=\frac{\sin kx}{2\mu k}\left[(1-\nu)F''+\nu k^2F\right]. \tag{4}
\]

The slip therefore fixes the jump of \(F''\) as \(2\mu k\delta/(1-\nu)\). The relation \(\sigma_{xz}=\mu(\partial_zu_x+\partial_xu_z)\), with \(u_z\) continuous, makes \(F'''\) continuous.

In an infinite solid these conditions are met by

\[
F_0=A(z-h)e^{-k|z-h|},\qquad A=-\frac{\mu\delta}{2(1-\nu)}, \tag{5}
\]

because the jump of \(F_0''\) is \(-4kA\). To free the surface, add \(F_1=(P+Qz)e^{-kz}\). With \(a=kh\), the conditions \(F(0)=F'(0)=0\) give

\[
P=Ahe^{-a},\qquad Q=kP-A(1-a)e^{-a}=A(2a-1)e^{-a}. \tag{6}
\]

At the interface \(F_0'=A\), while

\[
F_1'(h)=(Q-kP-kQh)e^{-a}=-Ae^{-2a}(1-2a+2a^2). \tag{7}
\]

The shear traction is consequently

\[
\sigma_{xz}(h)=-\frac{\mu k\delta}{2(1-\nu)}B(a)\sin kx,\quad
B(a)=1-e^{-2a}(1-2a+2a^2). \tag{8}
\]

The negative sign means that the traction opposes the slip. For deep slip \(B\to1\). For slip close to the surface \(B=4a-8a^2+\cdots\), because a thin film can follow a long-wavelength slip at little cost.

**Interaction of two dislocations**

The stored energy is minus one half of the integral of traction times slip. For a general slip with Fourier transform \(\hat\Delta(k)\),

\[
E=\frac12\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
\frac{\mu|k|}{2(1-\nu)}B(|k|h)\,|\hat\Delta(k)|^2. \tag{9}
\]

A dislocation is a slip step of height \(b\), so \(|\hat\Delta|^2=b^2/k^2\); an added uniform slip costs no energy. Two equal steps a distance \(x\) apart multiply this by \(2+2\cos kx\). The cosine term is the interaction:

\[
E_{\rm int}(x)=Kb^2\int_0^\infty\frac{B(kh)}{k}\cos kx\,dk. \tag{10}
\]

For \(c>0\), \(\int_0^\infty e^{-ck}\cos kx\,dk=c/(c^2+x^2)\). Integrating this over \(c\) from 0 to \(2h\) handles the part \((1-e^{-2kh})/k\); differentiating it with respect to \(c\) handles the part containing \(k e^{-2kh}\). Hence

\[
\frac{E_{\rm int}}{Kb^2}=\frac12\ln\!\left(1+\frac{4h^2}{x^2}\right)
+\frac{4h^2}{x^2+4h^2}-\frac{2h^2(4h^2-x^2)}{(x^2+4h^2)^2}. \tag{11}
\]

Put \(v=4h^2/x^2\). For small \(v\), the three terms are \(v/2-v^2/4\), \(v-v^2\) and \(v/2-3v^2/2\), up to \(O(v^3)\). Their sum is \(2v-11v^2/4\), so

\[
E_{\rm int}=Kb^2\left(\frac{8h^2}{x^2}-\frac{44h^4}{x^4}+\cdots\right),\qquad x\gg h. \tag{12}
\]

The free surface has replaced the logarithmic interaction of the infinite solid by an inverse-square repulsion. At \(x=100h\), Eq. (11) gives \(E_{\rm int}x^2/(Kb^2h^2)=7.9956\), close to the limiting value 8.

The repulsion also decides the arrangement. With \(s=x/(2h)\), differentiation of Eq. (11) gives

\[
-\frac{dE_{\rm int}}{dx}=\frac{Kb^2}{2h}\,
\frac{1+s^2+4s^4}{s(1+s^2)^3}>0. \tag{13}
\]

Set \(y=s^2\). The logarithmic derivative of this force with respect to \(s\) has the sign of \(-1-6y+7y^2-12y^3\). Since \(6y+12y^3\ge2\sqrt{72}\,y^2>7y^2\), that sign is negative. The force falls with distance, so \(E_{\rm int}\) is convex, and it is positive because it decreases to zero at infinity.

At fixed \(\rho\), the mean separation of \(n\)th neighbours is \(n/\rho\). By convexity, the mean of \(E_{\rm int}\) over these separations is at least \(E_{\rm int}(n/\rho)\). Equal spacing attains this bound for every \(n\), and is the best arrangement.

**Self-energy and critical thickness**

For one line, Eq. (9) gives half the integral in Eq. (10) at \(x=0\). It diverges at large \(k\), where the core must supply a cutoff. Its depth derivative is finite:

\[
\frac{dE_s}{dh}=\frac{Kb^2}{2}\int_0^\infty B'(kh)\,dk
=\frac{Kb^2}{2h}[B(\infty)-B(0)]=\frac{Kb^2}{2h}. \tag{14}
\]

If the core is small compared with \(h\), its energy does not depend on depth, and integration gives

\[
E_s(h)=\frac{Kb^2}{2}\ln\frac{\beta h}{b}. \tag{15}
\]

The misfit stress follows from \(\sigma_{xx}=\sigma_{yy}=\sigma\) and \(\sigma_{zz}=0\). Hooke's law reads \(f=(1-\nu)\sigma/[2\mu(1+\nu)]\), hence

\[
\sigma=\frac{2\mu(1+\nu)}{1-\nu}f. \tag{16}
\]

A dislocation can be made by cutting the film vertically from surface to interface and displacing the faces by \(b\) along their normal. The misfit stress then does work \(b\sigma h\) per line length. The net gain from one isolated line is

\[
D(h)=b\sigma h-\frac{Kb^2}{2}\ln\frac{\beta h}{b},\qquad D(h_c)=0. \tag{17}
\]

Using Eqs. (1) and (16), the second condition becomes

\[
h_c=\frac{b}{8\pi(1+\nu)f}\ln\frac{\beta h_c}{b}. \tag{18}
\]

The function \(D\) is convex in \(h\). When it has two roots, \(h_c\) is the upper one, where \(D\) rises. At a root \(b\sigma=Kb^2L/(2h_c)\), so \(D'(h_c)=Kb^2(L-1)/(2h_c)\); the upper root therefore has \(L>1\). The lower root has \(h<eb/\beta\), too thin for continuum elasticity when \(\beta\) is of order one or larger.

Between the roots \(D<0\), and all interactions are positive. Every nonzero density then raises the energy, so the film contains no dislocations at equilibrium.

**The onset law**

Each line has neighbours at \(n/\rho\) on both sides. Counting each pair once leaves the sum over \(n\ge1\):

\[
W=-D\rho+\rho\sum_{n=1}^{\infty}E_{\rm int}(n/\rho). \tag{19}
\]

Near onset \(\rho h\ll1\), so every neighbour lies in the range of Eq. (12). With \(\sum n^{-2}=\pi^2/6\) and \(\sum n^{-4}=\pi^4/90\),

\[
W=-D\rho+\frac{4\pi^2}{3}Kb^2h^2\rho^3
-\frac{22\pi^4}{45}Kb^2h^4\rho^5+\cdots. \tag{20}
\]

Setting \(\partial W/\partial\rho=0\) gives

\[
D=4\pi^2Kb^2h^2\rho^2\left[1-\frac{11\pi^2}{18}(\rho h)^2+\cdots\right]. \tag{21}
\]

The cubic term has positive curvature, so this is a minimum. It is the only one at any density: the second derivative of \(\rho E_{\rm int}(n/\rho)\) with respect to \(\rho\) is \((n^2/\rho^3)E_{\rm int}''(n/\rho)\), which is positive because \(E_{\rm int}\) is convex, so \(W\) in Eq. (19) is convex in \(\rho\). Substitution of \(h=h_c(1+t)\) in Eq. (17), with \(b\sigma h_c=Kb^2L/2\), gives

\[
D=\frac{Kb^2}{2}\left[Lt-\ln(1+t)\right]
=\frac{Kb^2}{2}\left[(L-1)t+\frac{t^2}{2}+\cdots\right]. \tag{22}
\]

At leading order, Eqs. (21) and (22) yield \((\rho h_c)^2=(L-1)t/(8\pi^2)\), which is Eq. (2). The gain is linear in \(t\), while the repulsive cost of adding a line is quadratic in \(\rho\); their balance makes the square root. The modulus \(\mu\) cancels because it multiplies both.

For the next order, write \(R=(\rho h_c)^2\) and \(R_0=(L-1)t/(8\pi^2)\). The factor \(h^2=h_c^2(1+t)^2\) contributes \(-2t\) to the relative change of \(R\), so

\[
R=R_0\left[1-2t+\frac{t}{2(L-1)}+\frac{11(L-1)t}{144}+O(t^2)\right]. \tag{23}
\]

Taking the square root halves these corrections:

\[
\rho h_c=\frac1{2\pi}\sqrt{\frac{(L-1)t}{2}}\,[1+c_1t+\cdots],\quad
c_1=-1+\frac1{4(L-1)}+\frac{11(L-1)}{288}. \tag{24}
\]

**Why a mean-strain energy gives another law**

At small \(k\), \(B(kh)/k\to4h\). The zero-wavenumber part of Eq. (10) therefore gives

\[
\int_{-\infty}^{\infty}E_{\rm int}(x)\,dx=4\pi Kb^2h=Mb^2h. \tag{25}
\]

If the lines are dense, \(\rho h\gg1\), the neighbour sum may be replaced at leading order by \(\rho/2\) times this integral. The interaction energy becomes \(\tfrac12Mh(b\rho)^2\), the energy of a uniform film strain \(b\rho\).

Near onset this replacement fails. The integral includes separations of order \(h\), where there are no neighbours. The actual neighbours sample only the inverse-square tail, and their energy is cubic in \(\rho\). If the quadratic energy is nevertheless combined with the isolated-line gain \(D\), minimization gives

\[
\rho_{\rm mean}=\frac{D}{Mb^2h},\qquad
\rho_{\rm mean}h_c\simeq\frac{(L-1)t}{8\pi}. \tag{26}
\]

This linear onset underestimates the density when \(t\) is small.

**Two perpendicular families**

Equal-biaxial misfit also drives lines along \(x\) with Burgers vectors along \(y\). Let the two densities be \(\rho_1\) and \(\rho_2\). Averaged over \(x\), the first family changes the film strain by \(-b\rho_1\). The average \(\sigma_{zz}\) vanishes by vertical force balance, and plane strain gives

\[
\langle\sigma_{xx}\rangle=-Mb\rho_1,\qquad
\langle\sigma_{yy}\rangle=-\nu Mb\rho_1. \tag{27}
\]

A line of the second family runs through this whole average. The work available to it falls by \(\nu Mb^2h\rho_1\), so the interaction energy per area is \(g\rho_1\rho_2\), with \(g=\nu Mb^2h\). With \(C=(4\pi^2/3)Kb^2h^2\),

\[
W=-D(\rho_1+\rho_2)+C(\rho_1^3+\rho_2^3)+g\rho_1\rho_2. \tag{28}
\]

This omits any extra core energy at the crossings.

For one family \(\rho_1=\sqrt{D/(3C)}\), and \(W=-\tfrac23D^{3/2}/\sqrt{3C}\). If both densities are nonzero, subtracting their two stationarity conditions gives

\[
(\rho_1-\rho_2)\,[3C(\rho_1+\rho_2)-g]=0. \tag{29}
\]

The second factor can vanish only when \(D\ge g^2/(4C)\), as substitution into either condition shows. Sufficiently near onset the densities must therefore be equal. Then \(D=3C\rho^2+g\rho\), so \(\rho\simeq D/g\) and \(W\simeq-D^2/g\). For \(\nu>0\) and small \(D\), the single family gains more energy, since \(D^{3/2}\) exceeds \(D^2\) in order. Equation (2) thus survives biaxial misfit, with either direction equally good.

If a square network is imposed, each family instead obeys \(\rho h_c\simeq(L-1)t/(8\pi\nu)\), a linear law. For \(\nu=0\), without junction energy, the families decouple and each follows the square root. A junction energy at the crossings adds to \(g\). The argument for one family holds only while this total coefficient of \(\rho_1\rho_2\) stays positive.

**Worked example**

Take \(\mu=0.40\) eV/Å³, \(\nu=0.28\), \(b=4.0\) Å, \(f=0.010\) and \(\beta=4.0\). Then

\[
K=\frac{0.40}{2\pi(0.72)}=0.0884\ \text{eV/Å}^3,\qquad Kb^2=1.415\ \text{eV/Å}, \tag{30}
\]

\[
\sigma=\frac{2(0.40)(1.28)(0.010)}{0.72}=0.01422\ \text{eV/Å}^3. \tag{31}
\]

Equation (18) has the upper root \(h_c=48.2\) Å (4.82 nm), with \(L=\ln48.18=3.875\). The balance can be read directly: \(b\sigma h_c\) and \(E_s=\tfrac12(1.415)(3.875)\) are both 2.74 eV/Å. The onset law is

\[
\rho h_c=\frac1{2\pi}\sqrt{\frac{2.875}{2}}\sqrt t=0.191\sqrt t. \tag{32}
\]

At \(t=0.05\) this gives \(\rho h_c=0.0427\), or a spacing of \(48.18/0.0427\approx1130\) Å. The table compares spacings \(1/\rho\), in Å, with direct minimization of Eq. (19) using the full interaction (11).

| \(t\) | Root law | Full minimum | Mean strain |
|---|---:|---:|---:|
| 0.01 | 2525 | 2545 | 42468 |
| 0.05 | 1129 | 1174 | 8771 |
| 0.10 | 798.5 | 861.5 | 4559 |

The full-minimum spacing at \(t=0.05\) is 117 nm. Relative to the full minimum, the root law overestimates the density by 0.8, 4.0 and 7.9 percent in the three rows. This agrees with \(c_1=-0.803\) from Eq. (24); minimization at \(t=0.001\) gives \(-0.802\). Between \(t=10^{-5}\) and \(10^{-4}\), the fitted exponent is 0.49997. For an imposed square network it is 0.998 between \(10^{-4}\) and \(10^{-3}\).

The onset is steep: the relieved fraction of misfit along \(x\), \(b\rho/f\), is already 16 percent at \(t=0.01\) and 34 percent at \(t=0.05\). With the full interaction within each family, a square network reaches the energy of one family at \(t=0.188\). The rows of the table lie below that crossing.

**Bearing on real films**

These parameters are in the rough regime of silicon-germanium films on silicon with about one percent misfit, but they do not compute that material. Such a film is compressed rather than stretched; reversing the signs of the misfit and of the Burgers vectors leaves every energy derived here unchanged. Its misfit dislocations are often of mixed 60-degree character, with only half of \(b\) relieving the misfit. The work is then halved, while the line-energy prefactor changes by \(1-\nu/4=0.93\). At fixed logarithm this raises \(h_c\) by a factor of about 1.9. The logarithm grows with \(h_c\), however, and solving the critical condition again with the same \(\beta\) gives a factor of about 2.2. The interaction coefficient would also have to be derived again.

Core energy is uncertain as well. Changing \(\beta\) to 2 or 8 gives \(h_c=36\) or 59 Å; at fixed \(t=0.05\), the root-law spacing changes by about 8 percent either way. Multiplying the ratio of misfit stress to line energy by 0.8 or 1.2 gives \(h_c=65\) or 38 Å. For a (001) silicon-rich film, elastic anisotropy moves this ratio in one direction only. The biaxial modulus \(c_{11}+c_{12}-2c_{12}^2/c_{11}\) of silicon is about 180 GPa, against 228 GPa from Eq. (16), while the line-energy factor of an in-plane edge line along \(\langle110\rangle\) is about 90 GPa, close to \(\mu/(1-\nu)=89\) GPa. The ratio is then about 0.78, and \(h_c\) rises to about 67 Å. The critical thickness is therefore much less certain than the numerical solution of Eq. (18).

The flat surface is itself an assumption. A stressed surface with isotropic surface energy \(\gamma\) lowers its energy by undulating at wavelengths longer than \(2\pi\mu\gamma/[(1-\nu)\sigma^2]\), if step and facet energies are ignored. With the parameters above and \(\gamma\) between 1 and 2 J/m², this length is about 1100 to 2200 Å, comparable to the spacings in the table. Equation (2) therefore applies only where the surface is kept flat, for example by slow surface diffusion; a roughened film relieves strain in another way.

Thickness also changes in steps. One atomic layer, roughly 1.4 Å, changes \(t\) by 0.029, so a uniform film cannot trace the smooth curve arbitrarily close to onset.

Kinetics can prevent equilibrium altogether. Consider a half-loop of radius \(h_c\), assigning its curved line the straight-line energy \(E_s\). Its line cost is \(\pi h_cE_s\), and the misfit work is \(\tfrac12\pi h_c^2b\sigma=\tfrac12\pi h_cE_s\). The remainder, \(\tfrac12\pi h_cE_s\), is about 207 eV, some 3000 times the thermal energy of 0.069 eV at 800 K. This is a rough energy scale, not a computed nucleation barrier. It indicates that thermal creation of such loops in a perfect film is negligible near \(h_c\), and that reaching the density in Eq. (2) requires other dislocation sources. Existing threading dislocations are one possibility, but with a limit. A threading segment that trails one of the pure edge lines of this model sweeps a plane normal to its Burgers vector, so it must climb, which requires the diffusion of point defects. The 60-degree lines of real films can instead be laid down by glide on inclined planes. The numerical output below lists the main values used here.

## Computed results

```
Shear modulus: 0.40 eV/A^3 (= 64.1 GPa)
Poisson ratio: 0.28 (dimensionless)
Burgers length: 4.00 A
Misfit strain: 0.010 (dimensionless)
Core parameter beta: 4.0 (dimensionless)
K: 0.08842 eV/A^3
K b^2: 1.4147 eV/A
Misfit stress: 0.01422 eV/A^3
Critical thickness: 48.18 A (= 4.818 nm)
Logarithm L: 3.8750 (dimensionless)
Line self-energy at h_c: 2.7410 eV/A
Far pair coefficient at x=100h: 7.9956 (dimensionless)
Self-energy derivative h*dE/dh/(K b^2): 0.50000 (dimensionless)
Onset exponent, one family: 0.49997 (dimensionless)
Onset exponent, square network: 0.9979 (dimensionless)
Root prefactor rho*h_c/sqrt(t): 0.19082 (dimensionless)
Correction c1, formula: -0.8032 (dimensionless)
Correction c1, minimization: -0.8024 (dimensionless)
t=0.01: thickness 48.66 A
  spacing, root law: 2525.0 A
  spacing, full minimum: 2545.2 A (= 254.52 nm)
  spacing, mean-strain model: 42468 A
  root-law density error: 0.80 percent
  misfit relieved, full minimum: 15.72 percent
t=0.05: thickness 50.59 A
  spacing, root law: 1129.2 A
  spacing, full minimum: 1174.2 A (= 117.42 nm)
  spacing, mean-strain model: 8771 A
  root-law density error: 3.98 percent
  misfit relieved, full minimum: 34.07 percent
t=0.10: thickness 53.00 A
  spacing, root law: 798.5 A
  spacing, full minimum: 861.5 A (= 86.15 nm)
  spacing, mean-strain model: 4559 A
  root-law density error: 7.89 percent
  misfit relieved, full minimum: 46.43 percent
Square network takes over at t: 0.1883 (dimensionless)
beta=2: h_c 35.91 A; root spacing at t=0.05 1038.5 A
beta=8: h_c 59.40 A; root spacing at t=0.05 1214.6 A
Stress/line-energy ratio x0.8: h_c 64.84 A
Stress/line-energy ratio x1.2: h_c 37.57 A
One atomic layer (rough): 1.4 A; step in t 0.0291
Rough half-loop energy at radius h_c: 207 eV
Thermal energy at 800 K: 0.0689 eV
Half-loop to thermal energy ratio: 3009 (dimensionless)
```
